\section*{Missing Green's functions in hybridization-line removal and their recovery by worm sampling}

\section{The derivative and the estimator}

\textbf{Q.} I sample the partition function of an impurity in powers of its hybridization. To measure the Green's function I remove one hybridization line, which leaves two open operators. Since the Green's function is the derivative of $\ln Z$ with respect to the hybridization, this must give me every component. Why would I need a separate worm space?

\textbf{A.} The derivative is right, but your estimator takes a further step. To see it we need the expansion with its signs. Set $\hbar=1$ and take
\begin{equation}
H=H_{\rm loc}+\sum_k\epsilon_k c_k^\dagger c_k+\sum_{ak}V_{ak}(d_a^\dagger c_k+c_k^\dagger d_a),
\end{equation}
with real $V_{ak}$ and inverse temperature $\beta$. Define $G_{ab}(\tau)=-\langle T d_a(\tau)d_b^\dagger(0)\rangle$ and, for the free bath, $g_k(\tau)=-\langle Tc_k(\tau)c_k^\dagger(0)\rangle$. With the Fermi function $f_k$,
\begin{equation}
g_k(\tau)=\begin{cases}-(1-f_k)e^{-\epsilon_k\tau},&\tau>0,\\ f_ke^{-\epsilon_k\tau},&\tau<0.\end{cases}
\label{g}
\end{equation}
At second order in the coupling, the two cross terms cancel the factor $1/2!$ and leave
\begin{equation}
\sum_{abk}V_{ak}V_{bk}\!\iint\! d_a^\dagger(\tau)\langle Tc_k(\tau)c_k^\dagger(\tau')\rangle d_b(\tau')
=-\sum_{ab}\iint d_a^\dagger(\tau)\Delta_{ab}(\tau-\tau')d_b(\tau'),
\end{equation}
where $\Delta_{ab}=\sum_kV_{ak}V_{bk}g_k$. The bath is free, so Wick's theorem exponentiates this term. Interchanging the two impurity operators under time ordering removes the minus sign. A line from an annihilator $a$ at $\tau$ to a creator $b$ at $\tau'$ therefore contributes $\Delta_{ba}(\tau'-\tau)\,d_a(\tau)d_b^\dagger(\tau')$.

At order $n$ the exponential gives $1/n!$. All $n!$ ways of attaching creators to annihilators give the same integral, so we may sum over them and divide by $n!$ again. Reordering the operators supplies the permutation sign, and the sum is a determinant. Writing $Z$ for the partition function divided by that of the free bath,
\begin{equation}
Z=\sum_n\frac1{(n!)^2}\sum_{\rm flavours}\int \det D\;
{\rm Tr}\,T\Big[e^{-\beta H_{\rm loc}}\prod_{i=1}^n d_{a_i}(\tau_i)d_{b_i}^\dagger(\tau_i')\Big],
\label{Z}
\end{equation}
with $D_{ij}=\Delta_{b_ia_j}(\tau'_i-\tau_j)$. The integrand is the weight $w_Z$.

\textbf{Q.} And now I differentiate.

\textbf{A.} Yes. Varying one line gives
\begin{align}
\delta\ln Z&=\sum_{ab}\iint\delta\Delta_{ba}(\tau'-\tau)\langle Td_a(\tau)d_b^\dagger(\tau')\rangle\nonumber\\
&=-\beta\sum_{ab}\int_0^\beta du\,\delta\Delta_{ba}(-u)G_{ab}(u).
\label{response}
\end{align}
The last line uses $u=\tau-\tau'$. Both factors are antiperiodic, so their product is periodic and one time integral gives $\beta$. Nothing here requires $\Delta\neq0$.

In the configuration sum, the derivative of $\det D$ with respect to $D_{ij}$ is its cofactor $C_{ij}$. Deleting row $i$ and column $j$ gives a sign $(-1)^{i+j}$. Moving $d_{a_j}d^\dagger_{b_i}$ to the front of the product and pairing the remaining annihilators and creators again, each in their original order, gives the same sign. What remains is the weight of an open configuration,
\begin{equation}
w_{ab}=\det D\;{\rm Tr}\,T\Big[e^{-\beta H_{\rm loc}}d_a(\tau)d_b^\dagger(\tau')\prod_i d_{a_i}(\tau_i)d_{b_i}^\dagger(\tau_i')\Big],
\label{wG}
\end{equation}
where $D$ now contains the remaining $n-1$ lines. The $n^2$ choices of $(i,j)$ turn $1/(n!)^2$ into $1/((n-1)!)^2$, as they should.

Your estimator writes $C_{ij}=M_{ji}\det D$, with $M=D^{-1}$, and absorbs $\det D$ into the sampling probability:
\begin{equation}
G_{ab}(\tau-\tau')=-\Big\langle\sum_{ij}M_{ji}\,\delta_{aa_j}\delta_{bb_i}\delta(\tau-\tau_j)\delta(\tau'-\tau'_i)\Big\rangle_Z.
\label{removal}
\end{equation}
A cofactor can be finite where the determinant vanishes. Such a configuration contributes to the derivative, but your walk never visits it.

Call $D^+$ the matrix obtained when the open pair is closed by a line. The open and closed configurations contain the same impurity operators and hence have the same local trace. The mean of the estimator therefore contains the open configurations with $\det D^+\neq0$ and omits the others. That is the condition for line removal to work.

\section{Two complete failures}

\textbf{Q.} If there is no hybridization at all, surely there is nothing to measure?

\textbf{A.} There is an isolated atom, and it has a Green's function. At $\Delta=0$ the walk stays at order zero, where no line can be removed, so the estimate is zero. The open configuration has $\det D=1$ for its empty set of lines and weight ${\rm Tr}\,T[e^{-\beta H_{\rm loc}}d_a(\tau)d_b^\dagger(\tau')]$, which is generally finite.

Take two spinless orbitals with
\begin{equation}
H_{\rm loc}=-1.2\,n_1-0.4\,n_2+2n_1n_2-(d_1^\dagger d_2+d_2^\dagger d_1),
\end{equation}
in units of the hopping $t$, at $\beta=3/t$. To see that the derivative survives, couple a bath level at energy $t$ to orbital 1 with strength $v$ and to orbital 2 with strength $\pm v$. Then $\delta\Delta_{12}=\delta\Delta_{21}=\pm v^2g$, while the diagonal parts do not depend on the sign. The Hamiltonian is real, so $G_{12}=G_{21}$. Subtracting the two cases of Eq.~(\ref{response}) gives
\begin{equation}
-\frac{\ln Z_+-\ln Z_-}{4\beta v^2}=\int_0^\beta du\,g(-u)G_{12}(u)
\end{equation}
to leading order in $v$. The factor 4 comes from two components and two signs. Diagonalization with $v=0.01t$ gives $-0.1356/t$ for the left side, and quadrature with the atomic $G_{12}$ gives the same value for the right side. The response at $\Delta=0$ does know about $G_{12}$.

\textbf{Q.} My hybridization is finite, but each orbital has its own bath. Am I safe then?

\textbf{A.} Not for $G_{12}$. With flavour-diagonal $\Delta$, a nonzero $\det D$ needs as many creators as annihilators of each flavour. Suppose flavour 1 has $m$ of each. Opening $d_1$ and $d_2^\dagger$ and then closing them gives $D^+$ with $m+1$ columns for $d_1$, whose nonzero entries lie in the $m$ rows for $d_1^\dagger$. These columns are linearly dependent, so $\det D^+=0$. In practice you see it as a block-diagonal $M$ with $M_{12}=0$. The local hopping nevertheless makes $G_{12}$ finite.

\textbf{Q.} In my problem symmetry makes the off-diagonal Green's functions vanish. Does that settle it?

\textbf{A.} It settles the off-diagonal one-particle components, for which zero is then the right answer, but not the two-particle function. Removing two lines obeys the same support rule with four open operators. Consider two orbitals with spin, Kanamori interaction $U=2t$ and $J=0.4t$, interorbital repulsions $U-2J$ for opposite and $U-3J$ for equal spins, coefficients $+J$ for the pair-hopping operator and $-J$ for the spin-flip operator averaged below and for their conjugates, and all orbital energies $-(3U-5J)/2=-2t$. There is no interorbital hopping. Each flavour couples with strength $0.5t$ to its own level at $0.3t$, and $\beta$ is unchanged.

Pair hopping changes the electron number of an orbital by two and spin flip leaves it unchanged, so the parity of each orbital with its bath is conserved. The total spin projection is conserved too. Together these forbid one-particle functions between different flavours. Yet diagonalization gives
\begin{align}
\langle d_{1\uparrow}^\dagger d_{1\downarrow}^\dagger d_{2\downarrow}d_{2\uparrow}\rangle&=-0.013,\\
\langle d_{1\uparrow}^\dagger d_{1\downarrow}d_{2\downarrow}^\dagger d_{2\uparrow}\rangle&=0.088.
\end{align}
Each is an equal-time value of a two-particle function. Each has an unpaired creator of flavour $1\uparrow$, so its closed determinant vanishes by the same count of rows and columns. Removing two lines gives zero for both. In this symmetric example rotation invariance also fixes them from densities: the second equals $\langle n_{1\uparrow}n_{2\uparrow}\rangle-\langle n_{1\uparrow}n_{2\downarrow}\rangle$, and the first equals the second plus $\langle n_{1\uparrow}n_{1\downarrow}\rangle-\langle n_{1\uparrow}n_{2\downarrow}\rangle$. These relations need spin and orbital rotation symmetry of atom and bath.

\section{A partial failure}

\textbf{Q.} Then $G_{11}$, at least, is safe once $\Delta_{11}$ is nonzero.

\textbf{A.} Not if the bath is a single discrete level. For two pairs of operators, Eq.~(\ref{g}) gives, apart from the factor $V^2$ in each entry,
\begin{equation}
D^+_{ij}=e^{-\epsilon\tau'_i}s_{ij}e^{\epsilon\tau_j},\qquad
s_{ij}=\begin{cases}f,&\tau'_i<\tau_j,\\-(1-f),&\tau'_i>\tau_j.\end{cases}
\end{equation}
If creators and annihilators do not alternate around the imaginary-time circle, each row of $s$ has equal entries, or the two rows are equal. Either way the determinant is zero. For the alternating order $\tau'_1<\tau_1<\tau'_2<\tau_2$ it is instead
\begin{equation}
s_{11}s_{22}-s_{12}s_{21}=f^2+f(1-f)=f\neq0.
\end{equation}
Physically, one level cannot supply two electrons in succession without being refilled.

If $H_{\rm loc}$ conserves the occupation of each flavour, as in the spinless atom without hopping, this costs nothing, because orbital 1 cannot accept two electrons in succession either and the local trace vanishes. Absence of hopping alone is not enough. In the Kanamori atom above, spin flip and pair hopping can empty $1\uparrow$ between two creators, and a level at $0.3t$ coupled to $1\uparrow$ with strength $V$ makes line removal miss $+0.009\,V^2/t^2$ in the diagonal $G$ at $\tau=\beta/2$, to leading order in $V$. Return to the spinless atom. With hopping, the first electron can move to orbital 2. The open configuration then has a finite weight that line removal omits.

\textbf{Q.} Is the omitted part of any size?

\textbf{A.} Couple one level at $0.3t$ to orbital 1 alone and expand in $V^2$. Let $Z_0$ and $N_0$ be the traces without a line, without and with the open pair $d_1(\tau)d_1^\dagger(0)$. Let $V^2Z_1$ and $V^2N_1$ be their first corrections, each integrated over the two ends of a line. Then
\begin{align}
G_{11}&=-\frac{N_0+V^2N_1}{Z_0+V^2Z_1}+O(V^4)\nonumber\\
&=-\frac{N_0}{Z_0}+V^2\left(-\frac{N_1}{Z_0}+\frac{N_0Z_1}{Z_0^2}\right)+O(V^4).
\end{align}
The second line uses $1/(Z_0+V^2Z_1)=Z_0^{-1}(1-V^2Z_1/Z_0)+O(V^4)$. Now split $N_1$ into alternating and non-alternating orders. The normalization $Z_1$ belongs to configurations you do sample, so it stays complete.

At $\tau=\beta/2$, Gauss--Legendre integration over each time ordering gives a coefficient of $-0.0297/t^2$ for the part that line removal keeps and $+0.0291/t^2$ for the part it loses. The full coefficient is their sum, $-0.0006/t^2$. At this time and for these parameters the two parts nearly cancel, so line removal reports a linear response to $V^2$ that is almost entirely spurious.

\textbf{Q.} Would a second bath level remove the problem?

\textbf{A.} It postpones it if orbital 2 also has a bath. With $K$ levels, the rows of $D^+$ for successive creators are combinations of $K$ fixed vectors, so $K+1$ successive creators of one flavour give zero. For $K=2$ in our two-orbital atom, three successive $d_1^\dagger$ would exceed the local capacity of two electrons unless a $d_2$ intervenes. The open configuration then has at least two lines on orbital 1 and one on orbital 2. The loss in $G_{11}$ starts no earlier than order $V^6$. If orbital 2 has no bath, no $d_2$ can intervene and this configuration does not occur.

\section{Opening the pair directly}

\textbf{Q.} Could I keep my walk, insert $d_a(\tau)d_b^\dagger(\tau')$ without a line, and average the ratio of traces?

\textbf{A.} That is exact at $\Delta=0$ and gives a nonzero $G_{12}$ for diagonal baths, but it has a support condition of its own: $w_Z$ must be nonzero where $w_{ab}$ is. Take a single spinless orbital without hopping, and mark the open operators by a tilde. In increasing time, the order
\begin{equation}
d^\dagger,\ \tilde d,\ d^\dagger,\ d,\ \tilde d^\dagger,\ d
\end{equation}
alternates and has a finite trace. Without the open pair it reads $d^\dagger,d^\dagger,d,d$, whose trace is zero. With two bath levels of different energy, $\det D$ for these two lines is a product of two $2\times2$ determinants, one built from $e^{-\epsilon_k\tau'_i}$ and one from $V_k^2f_ke^{\epsilon_k\tau_j}$. Both are nonzero, so $w_{ab}\neq0$ while $w_Z=0$. The same happens for $G_{12}$ in the two-orbital atom with two levels per orbital. Three successive creators belonging to lines exceed the local capacity unless the open $\tilde d_1$ falls between them, so this estimator misses a part of order $V^6$.

Worm sampling gives open configurations their own place in the walk. It samples
\begin{equation}
Z_{\rm ext}=\sum|w_Z|+\sum_{ab}\eta_{ab}\iint d\tau\,d\tau'\sum|w_{ab}|,
\end{equation}
where the inner sums run over lines as in Eq.~(\ref{Z}), and the positive weights $\eta_{ab}$ balance the time spent in each space. Lines are inserted and removed in both spaces. The order above is then reached from $d^\dagger,\tilde d,\tilde d^\dagger,d$ by inserting one line.

\textbf{Q.} What are the acceptance ratio and the normalization?

\textbf{A.} Let the worm insertion choose one of two components with probability $1/2$ and both times uniformly, with density $1/\beta^2$. Let removal be attempted as often as insertion. Detailed balance then gives the insertion probability
\begin{equation}
\min\!\left(1,\frac{\eta_{ab}|w_{ab}|}{|w_Z|/(2\beta^2)}\right)
=\min\!\left(1,2\beta^2\eta_{ab}\left|\frac{w_{ab}}{w_Z}\right|\right),
\end{equation}
and the inverse ratio for removal. No closing line appears.

For the measurement, put $u=\tau-\tau'$. If $u<0$, add $\beta$ and multiply by $-1$, because $G(u)=-G(u+\beta)$ there. A bin of width $\delta\tau$ corresponds to an area $\beta\,\delta\tau$ in the plane of the two times. If $N_{ab}$ and $N_Z$ are counts that include the signs of the weights, and $N_{ab}$ also the folding sign, the bin average is
\begin{equation}
G_{ab}=-\frac{N_{ab}}{N_Z\,\eta_{ab}\,\beta\,\delta\tau}.
\end{equation}
The minus sign is that of the definition of $G$. For two-particle components that line removal misses, use a worm with four open operators. In every case the moves must connect all configurations of finite weight, and the average sign must not be too small.

\section{Numbers for both estimators}

\textbf{Q.} Show me the two estimators side by side.

\textbf{A.} Return to the two-orbital atom and give each orbital its own bath, with levels at $\pm t$ and coupling $V=0.5t$ to each. A run of $100\,000$ moves gives the bin averages below. The reference is diagonalization of the atom with its four bath levels. Errors are one standard error, from a jackknife over 20 batches.

\begin{center}
\begin{tabular}{lrrr}
bin ($1/t$) & reference & worm & removal\\
\hline
$G_{11}$: 0--0.75 & $-0.181$ & $-0.185(7)$ & $-0.166(8)$\\
0.75--1.5 & $-0.079$ & $-0.084(7)$ & $-0.077(6)$\\
1.5--2.25 & $-0.117$ & $-0.110(7)$ & $-0.117(10)$\\
2.25--3 & $-0.364$ & $-0.384(11)$ & $-0.376(13)$\\
$G_{12}$: 0--0.75 & $0.198$ & $0.204(8)$ & $0$\\
0.75--1.5 & $0.022$ & $0.018(5)$ & $0$\\
1.5--2.25 & $-0.050$ & $-0.045(4)$ & $0$\\
2.25--3 & $-0.224$ & $-0.223(7)$ & $0$
\end{tabular}
\end{center}

For $G_{11}$ both estimators agree with the reference within two standard errors, so the possible loss at order $V^6$ is not resolved. For $G_{12}$ line removal returns zero with zero error. That error bar measures scatter, and an estimator that never sees the component has none.

At $V=0$, with $50\,000$ moves, line removal returns zero for $G_{11}$ as well. In the last bin the worm gives $G_{11}=-0.372(13)$ and $G_{12}=-0.242(9)$, against atomic values of $-0.368$ and $-0.246$.

\textbf{Q.} Could I add a tiny hybridization and keep removing lines?

\textbf{A.} Take the isolated atom and a component that the added hybridization supports. The mean then tends to the atomic value as the coupling $V$ goes to zero, but the noise grows. Let $X$ be the contribution of one configuration to the average of $G_{11}$ over $0<u<\beta$. With one line on orbital 1, $|X|=1/(\beta^2|\Delta_{11}(-u)|)$. One factor $1/\beta$ comes from averaging over $u$ and the other from averaging over the time origin. To leading order such a configuration has probability density $|\Delta_{11}(-u)||G_{11}(u)|$, with the atomic $G_{11}$. Hence
\begin{align}
\langle X^2\rangle&\simeq\beta\int_0^\beta du\,|\Delta_{11}(-u)||G_{11}(u)|\frac1{\beta^4\Delta_{11}(-u)^2}\nonumber\\
&=\frac1{\beta^3}\int_0^\beta du\,\frac{|G_{11}(u)|}{|\Delta_{11}(-u)|}\propto\frac1{V^2}.
\end{align}
The mean stays finite as $V\to0$, so the variance diverges.

With the same bath energies and $V=0.1t$, the formula gives a variance of $2.72$ after subtraction of the squared mean, and a run of $120\,000$ moves without worms gives $2.76$. The mean number of lines is $0.021$, so few configurations contribute and each contributes a large amount. For the same reason the sampled variance is itself noisy. It has no error bar here, the agreement was required only to within 35 percent, and the closeness of the two numbers is partly chance.

The law is a leading-order one. The atomic mean is $-0.168$, so $\langle X^2\rangle\simeq2.72+0.168^2=2.75$ at $V=0.1t$. Scaling to $V=0.5t$ divides this by 25, and the predicted variance is $2.75/25-0.168^2=0.08$. The sampled value there is $0.125$, so higher orders already matter. For independent configurations, a fixed absolute error at small $V$ costs a number of samples proportional to $1/V^2$. Worm insertion has no factor $1/\Delta$ and works at $V=0$ itself.

Numerical values quoted here were computed with a short program.
